The first-order Landau transition with a negative quartic term

Q: A ferroelectric loses its polarization on heating. In Landau theory the coefficient of P² changes sign at some temperature, and the nonpolar state is stable above it and unstable below it. Why should the transition be anywhere else?

A: Because the sign of that coefficient decides only whether P = 0 is stable against small polarizations. It says nothing about a state with a large polarization. To compare the two we need the whole energy curve. Let P be a uniform polarization along one axis, and let f be the free-energy density measured from the nonpolar state:

f(P) = (α/2)P² + (β/4)P⁴ + (γ/6)P⁶, with β < 0 and γ > 0.

The electric field inside the material is zero, as in a capacitor with ideal, short-circuited electrodes, and the stress is held fixed, with the strain relaxed at each P and its effect included in the coefficients. If the average strain is held fixed instead, a mixture of polar and nonpolar regions can lie below both uniform states, and the equal-energy point derived below need not then be the equilibrium transition. Odd powers are absent because P and −P are equivalent. The prefactors 1/2, 1/4 and 1/6 are a convention that makes the derivative simple.

Q: Why keep the sixth-order term? If β is the interesting coefficient, I would stop at P⁴.

A: With β < 0 the energy would then fall without limit as P grows, and there would be no equilibrium state. The positive γ bounds it from below. The two signs do different work: for α > 0 the quadratic term makes the energy rise near P = 0, the negative quartic term can bend it down again at larger P, and the sixth-order term finally turns it up. A polar well can therefore exist while P = 0 is still a local minimum.

Q: "Can exist" is vague. Where are the wells?

A: Write x = P², so that x ≥ 0. The derivative is

f′(P) = αP + βP³ + γP⁵ = P(α + βx + γx²).

It vanishes at P = 0 and where the bracket vanishes. Since −β = |β|, the roots of the bracket are

x± = [|β| ± √(β² − 4αγ)]/(2γ).

For 0 < α < β²/(4γ) both are real and positive. Their character follows from the second derivative,

f″(P) = α + 3βx + 5γx².

At a nonzero stationary point α = −βx − γx², and substitution gives

f″ = 2βx + 4γx² = 2x(β + 2γx).

From the roots, β + 2γx± = ±√(β² − 4αγ). Thus x₊ is a minimum, the polar well, and x₋ is a maximum, the barrier between that well and P = 0. At P = 0 itself f″ = α > 0, so this is a minimum too.

Q: Then there are two kinds of minima over a whole range of α. Which value is the transition?

A: In thermodynamic equilibrium the state of lowest free energy is selected. The phases exchange roles where the polar well has the same energy as the nonpolar state, which is zero in our convention. At that point a nonzero x must satisfy two conditions. Equal energy, after division of f by x, reads

α/2 + βx/4 + γx²/6 = 0.

Stationarity reads

α + βx + γx² = 0.

Multiply the first by two,

α + βx/2 + γx²/3 = 0,

and subtract it from the second. The terms in α cancel:

βx/2 + 2γx²/3 = 0.

Since x is not zero, we may divide by it. This leaves 2γx/3 = −β/2, or

x_c = −3β/(4γ) = 3|β|/(4γ).

The stationarity condition now gives α:

α_c = −βx_c − γx_c²
= 3β²/(4γ) − 9β²/(16γ)
= (12 − 9)β²/(16γ)
= 3β²/(16γ).

So the transition occurs at α = 3β²/(16γ), where α is still positive. The polarization there is P_c = √[3|β|/(4γ)], in either direction.

Q: You have found a point where two energies are equal. That does not prove that the polar state wins on one side and loses on the other.

A: It does not, but the energy can be rearranged so that this becomes visible. Consider

(γ/6)x(x − x_c)² = γx³/6 − γx_c x²/3 + γx_c² x/6.

With x_c = −3β/(4γ), the coefficient of x² is −γx_c/3 = β/4, as in f. The coefficient of x is

γx_c²/6 = (γ/6)·9β²/(16γ²) = 3β²/(32γ) = α_c/2.

The expression therefore equals f with α replaced by α_c. Adding the missing part of the linear term gives, for every α,

f = (γ/6)x(x − x_c)² + (α − α_c)x/2.

If α > α_c, both terms are nonnegative and the second is positive for every x > 0. Every polar state then lies above the nonpolar one. If α < α_c, the choice x = x_c makes the first term zero and the second negative, so some polar state lies below the nonpolar one. At α = α_c, f vanishes at x = 0 and x = x_c and is positive elsewhere. The lowest state therefore jumps from P = 0 to |P| = P_c as α falls through α_c. This finite jump makes the transition first order.

Q: I have also met the condition α = β²/(4γ) for a first-order transition. One of the two must be wrong.

A: They can both be right, for different definitions of the coefficients. Suppose the energy is written without fractions,

f = AP² + BP⁴ + CP⁶.

Comparison gives α = 2A, β = 4B and γ = 6C. Our condition becomes

2A = 3(4B)²/(16·6C) = 48B²/(96C) = B²/(2C),

and hence A = B²/(4C). The physical transition is the same. In our own convention, however, α = β²/(4γ) is a different event: there the two roots x₊ and x₋ merge and the polar well disappears. A numerical value of α, β or γ is therefore of no use until the prefactors are known.

Q: If the polar well survives up to β²/(4γ), a heated sample might stay polar beyond α_c. What does your condition then predict about a measurement?

A: It predicts the equilibrium transition, not the point at which a particular sample must change. There are three special values:

α = 0: the nonpolar state loses local stability.
α = 3β²/(16γ): the two phases have equal energy.
α = β²/(4γ): the polar state loses local stability.

The second lies three quarters of the way from the first to the third. Between α = 0 and α_c the nonpolar state is metastable; between α_c and β²/(4γ) the polar state is metastable. A uniform system that cannot cross its barrier would switch at the outer limits, so heating and cooling would give different temperatures. Thermal fluctuations, defects and nucleation can bring the switch closer to α_c.

Q: How high is the barrier when the two phases have equal energy?

A: At α_c the square root in x± is

√(β² − 4α_cγ) = √(β² − 3β²/4) = |β|/2.

The roots are then x₊ = 3|β|/(4γ) = x_c, as required, and x₋ = |β|/(4γ) = x_c/3. The rearranged energy gives the height at x₋:

f_b = (γ/6)(x_c/3)(2x_c/3)²
= (γ/6)(4x_c³/27)
= 2γx_c³/81.

With x_c³ = 27|β|³/(64γ³), this becomes

f_b = 54|β|³/(5184γ²) = |β|³/(96γ²).

It is an energy per volume for a path on which the whole material changes its polarization together. A small nucleus of the new phase follows another path, and its energy includes that of its interface, which is absent from f.

Q: An experimenter controls temperature, not α. What is the transition temperature?

A: That requires a further assumption. The simplest is

α = a(T − T₀), a > 0,

with β and γ independent of T. Setting α = α_c gives

T_c = T₀ + 3β²/(16aγ).

T₀ is the temperature at which the nonpolar state loses local stability, and it lies below T_c. If β and γ do vary with temperature, the condition on α remains valid, but it becomes an equation for T_c, with α, β and γ all evaluated at that temperature.

Q: A first-order transition should have a latent heat. I see no heat in a polynomial in P.

A: With β and γ independent of temperature, it enters through the temperature dependence of α. Let the polar well have energy f_p(T) = f(P(T), T). Its total derivative is

df_p/dT = ∂f/∂T + (∂f/∂P)(dP/dT).

The second term vanishes because the well is stationary in P. The first is aP²/2. As f is measured from the nonpolar phase, the entropy density of the polar phase relative to the nonpolar one, at the transition, is

Δs = −df_p/dT = −aP_c²/2.

The polar phase has the lower entropy. Heating through the transition therefore absorbs the latent heat density

L = −T_cΔs = T_c aP_c²/2.

Q: Show me numbers. I want to see whether these pieces fit together.

A: Take round model parameters, not assigned to any material:

β = −4×10⁹ J m⁵/C⁴
γ = 8×10¹⁰ J m⁹/C⁶
a = 5×10⁵ J m/(C² K)
T₀ = 600 K

The transition value is

α_c = 3(4×10⁹)²/(16·8×10¹⁰) = 3.75×10⁷ J m/C².

Division by a gives 75 K, so T_c = 675 K. The polarization follows from

P_c² = 3(4×10⁹)/(4·8×10¹⁰) = 0.0375 C²/m⁴,

so P_c = 0.194 C/m², or 19.4 μC/cm². The polar well disappears at α = 5×10⁷ J m/C², which is 100 K above T₀, at 700 K. The widest thermal hysteresis of this uniform model thus runs from 600 K to 700 K, with the equilibrium transition off centre at 675 K.

The barrier at T_c is

f_b = (4×10⁹)³/[96(8×10¹⁰)²] = 1.04×10⁵ J/m³,

and its top lies at P = 0.112 C/m², which is P_c/√3. The entropy difference is

Δs = −(5×10⁵)(0.0375)/2 = −9.38×10³ J/(m³ K),

and the latent heat is 675 K times its magnitude, L = 6.33×10⁶ J/m³.

Q: Those are your formulas with numbers put in. What would have exposed a mistake?

A: A search for the lowest energy over a grid of P, which does not use the transition formula. It was repeated while α was narrowed down to the value at which a polar state first wins. It gives 675.000 K for this example, as the numerical output shows. The same test holds for two other coefficient sets, and with the plain prefactors the search finds B²/(4C).

The energies near T_c give another check. The polar well lies at −9.67×10⁴ J/m³ at 665 K and at +9.04×10⁴ J/m³ at 685 K, so the order of the phases does reverse.

Q: The two values are not equal and opposite. With a constant entropy difference, 10 K should give 9.38×10⁴ J/m³ on either side.

A: That estimate keeps the polarization at P_c. In the rearranged energy, fixing x = x_c leaves (α − α_c)x_c/2, which is −9.38×10⁴ J/m³ at 665 K and +9.38×10⁴ J/m³ at 685 K. The real well can lower its energy further by adjusting P: it moves to 0.199 C/m² at 665 K and to 0.186 C/m² at 685 K. The energy is therefore below the fixed-P estimate on both sides, which makes the negative value larger in magnitude and the positive value smaller.

Q: Could I recognize this transition from the dielectric response, without measuring the heat?

A: The model gives a definite signature. In a static field E the equation of state is E = f′(P), so the inverse response is dE/dP = f″. In the nonpolar phase at the transition it equals α_c. In the polar phase we use f″ = 2x(β + 2γx). At x_c,

β + 2γx_c = −|β| + 3|β|/2 = |β|/2,

and therefore

f″(P_c) = x_c|β| = 3β²/(4γ) = 4α_c.

The susceptibility χ = 1/(ε₀f″) is thus four times larger in the nonpolar phase at coexistence. In the example it is 3012 there and 753 in the polar phase. Both are finite, because neither phase is at its own stability limit. This is the isothermal response of a uniform polarization to a small field. An adiabatic measurement stiffens the polar phase slightly: in the example the ratio becomes 4.06 for a heat capacity of 3×10⁶ J/(m³ K). In addition, moving domain walls and other contributions to the permittivity can alter the measured ratio.

Q: What happens as β approaches zero? Your first-order transition should not vanish abruptly.

A: It fades out. As β → 0 from below, α_c falls as β² and P_c² as |β|, so the jump and the latent heat both go to zero. The barrier falls faster, as |β|³. At β = 0 the transition is at α = 0, and for α < 0 the well satisfies α + γx² = 0, so that

P² = √(−α/γ).

The polarization now grows continuously from zero. This is the tricritical point of the model, where first-order and continuous transitions meet.

Q: And for β > 0? The expression 3β²/(16γ) does not notice the sign of β.

A: The expression does not, but its derivation does. Equal energy required x_c = −3β/(4γ), which is negative for β > 0 and cannot be the square of a real polarization. For α ≥ 0 all terms of f are then nonnegative, and P = 0 is the lowest state. For α < 0 the minimum is at

x = [−β + √(β² − 4αγ)]/(2γ).

For small |α| the square root is approximately β − 2αγ/β, which gives x ≈ −α/β. The polarization starts from zero at α = 0, and the transition is continuous. The numerical search confirms this onset for a positive β.

Q: A first-order jump leads to a finite P. Why should a series cut off at P⁶ be trusted there?

A: It need not be. Suppose the next term is (δ/8)P⁸. Its ratio to the sixth-order term at P_c is

(δx_c⁴/8)/(γx_c³/6) = 3δx_c/(4γ) = 9δ|β|/(16γ²).

The magnitude of this ratio must be small compared with one if the sixth-order result is to be a good approximation. A small |β| helps, because it keeps the jump small. For a strongly first-order transition, higher terms may be needed, and the factor 3/16 then changes.

Q: In a thin memory capacitor the electrodes do not screen perfectly. Does the condition survive?

A: It survives with a shifted quadratic coefficient, if the polarization stays uniform. Let incomplete screening leave an opposing field E = −kP, with k > 0. The equation of state f′(P) = −kP can be written as

(α + k)P + βP³ + γP⁵ = 0.

This is the stationarity condition of f + kP²/2. With that function as the energy to be minimized, the earlier derivation applies with α replaced by α + k:

α + k = 3β²/(16γ).

With α = a(T − T₀) and constant β, γ and k, the transition temperature falls by k/a. In a very thin film this shift can be large. If k/a exceeds the T_c found for ideal electrodes, the uniform polar state is not the equilibrium state at any temperature. A real film may instead form domains, which reduce the opposing field and are outside this uniform model. Clamping by a substrate also changes the coefficients, β included, so they must be those of the constrained film and not of the stress-free crystal.

Q: May I then apply the formula directly to hafnia?

A: Only if a single P describes the path between the two phases being compared. In hafnia other structural displacements can matter as well as the polarization. If they follow P smoothly, they can be eliminated, which leaves an energy in P alone. Its terms up to P⁶ define effective values of α, β and γ, but higher powers generally appear too, and the formula can be relied on only if these are negligible up to the polarization at the jump. If the nonpolar phase is a separate structure that does not lie at P = 0 on the same energy curve, equality of free energies still determines the equilibrium transition, but the two energies must be found separately. The relation α = 3β²/(16γ) belongs to the single-curve case.

Computed values

```
beta = -4.000e+09 J m^5/C^4
gamma = 8.000e+10 J m^9/C^6
a = 5.000e+05 J m/(C^2 K)
T0, nonpolar stability limit = 600.00 K
alpha at transition, formula = 3.75000e+07 J m/C^2
alpha at transition, search = 3.75000e+07 J m/C^2
Transition temperature, formula = 675.000 K
Transition temperature, search = 675.000 K
P^2 at transition, formula = 0.03750 C^2/m^4
P at transition, formula = 0.1936 C/m^2
P at transition, search = 0.1936 C/m^2
alpha at polar stability limit, search = 5.00000e+07 J m/C^2
Polar stability limit, search = 700.000 K
P at barrier top = 0.1118 C/m^2
Barrier at transition = 1.0417e+05 J/m^3
P in polar well, 665.0 K = 0.1995 C/m^2
f in polar well, 665.0 K = -9.6693e+04 J/m^3
P in polar well, 685.0 K = 0.1862 C/m^2
f in polar well, 685.0 K = 9.0377e+04 J/m^3
Entropy, polar minus nonpolar = -9.3750e+03 J/(m^3 K)
Latent heat on heating = 6.3281e+06 J/m^3
Susceptibility, nonpolar = 3011.8 (dimensionless)
Susceptibility, polar = 752.9 (dimensionless)
Susceptibility ratio = 4.000 (dimensionless)
```
